# How a 1 meV Error Changes a Classical Nucleation Barrier

## Result

Let \(g>0\) be the free energy released per atom when a new phase forms, and let \(W\) be the classical barrier to its nucleation. If the interface energy, atomic density and nucleus shape do not depend on \(g\), then \(W\propto g^{-2}\). An error \(\delta=xg_0\) in a nominal value \(g_0\) gives

\[
\frac{W}{W_0}=\frac{1}{(1+x)^2}=1-2x+3x^2-4x^3+\dots ,\qquad x>-1,
\]

where the series converges for \(|x|<1\). For \(g_0=4\) meV per atom and an error of 1 meV per atom, \(x=\pm\tfrac14\). The barrier rises by 78% if the driving force is really 3 meV, and falls by 36% if it is 5 meV. Linear propagation gives 50% either way.

The nucleation rate contains \(e^{-W/kT}\), so the neglected terms must be small compared with \(kT\), not merely with \(W_0\). With \(w=W_0/kT\), the linear barrier is adequate for the rate when

\[
3wx^2\ll1 .
\]

In the example below \(w\approx40\), and the linear barrier is already wrong by \(kT\) at an error near 0.36 meV per atom.

A calculated reaction energy is not yet \(g\): the entropy of reaction and the strain energy must be included. Here 4 meV per atom of product is taken as the complete driving force at the reaction temperature. The omitted contributions are sized near the end.

## The barrier and its slope

Consider a product nucleus shaped as a spherical cap, with radius of curvature \(r\) and contact angle \(\theta\), on a flat interface between the two reactants. Its curved surface has isotropic energy \(\gamma\) per area. The base replaces part of the old interface. The old interface is assumed to stay flat. Young's equation, the balance of interface tensions along it at the edge of the cap, reads

\[
\gamma_{\rm old}=\gamma_{\rm base}+\gamma\cos\theta ,
\]

so each unit of base area changes the energy by \(\gamma_{\rm base}-\gamma_{\rm old}=-\gamma\cos\theta\).

Write \(c=\cos\theta\). The curved area is \(2\pi r^2(1-c)\) and the base area is \(\pi r^2(1-c^2)\). The total surface contribution is therefore

\[
\pi r^2\gamma\,[2(1-c)-c(1-c^2)]
=\pi r^2\gamma\,(2-3c+c^3).
\]

The cap volume is \(\pi r^3(2-3c+c^3)/3\). The same polynomial appears in both, and it factorizes as \((2+c)(1-c)^2\). Defining

\[
f=\frac{(2+c)(1-c)^2}{4},
\]

and letting \(\rho\) be the number of product atoms per volume, the energy of the cap is

\[
E(r)=f\left(4\pi r^2\gamma-\frac{4\pi}{3}r^3\rho g\right).
\]

The surface term dominates at small \(r\) and the volume term at large \(r\), so there is a maximum. Setting the derivative to zero,

\[
f(8\pi r\gamma-4\pi r^2\rho g)=0
\quad\Rightarrow\quad r_*=\frac{2\gamma}{\rho g}.
\]

Insertion gives

\[
W=f\left(16\pi-\frac{32\pi}{3}\right)\frac{\gamma^3}{\rho^2g^2}
=\frac{16\pi f\gamma^3}{3\rho^2g^2}.
\]

The number of atoms in this critical nucleus is

\[
N_*=\rho f\frac{4\pi}{3}r_*^3
=\frac{32\pi f\gamma^3}{3\rho^2g^3}
=\frac{2W}{g}.
\]

Differentiating \(W\propto g^{-2}\) gives \(dW/dg=-2W/g=-N_*\). An error per atom is thus multiplied, to first order, by the number of atoms in the nucleus. The linear rule keeps that number fixed, whereas the nucleus itself changes as \(N_*\propto g^{-3}\). A weaker driving force needs a larger nucleus, which accumulates still more of the error.

## The first correction

The part missed by the linear rule can be written in closed form. Over a common denominator,

\[
\frac1{(1+x)^2}-(1-2x)
=\frac{1-(1-2x)(1+2x+x^2)}{(1+x)^2}.
\]

The product in the numerator is \(1-3x^2-2x^3\), hence

\[
\frac{W-W_{\rm lin}}{W_0}
=\frac{x^2(3+2x)}{(1+x)^2}
=3x^2-4x^3+\dots .
\]

For \(x>-1\) and \(x\ne0\) this is positive, because \(3+2x>1\). The linear rule underestimates the barrier on both sides of \(g_0\).

Keeping the first correction, \(W_2=W_0(1-2x+3x^2)\), leaves a remainder found in the same way. Since

\[
(1-2x+3x^2)(1+2x+x^2)=1+4x^3+3x^4,
\]

one obtains

\[
\frac{W-W_2}{W_0}=-\frac{x^3(4+3x)}{(1+x)^2}.
\]

This changes sign with \(x\). The corrected barrier is too low when the driving force has been overestimated (\(x<0\)) and too high when it has been underestimated (\(x>0\)).

## From barrier to rate

The barrier error acts through an exponential, provided that the rate prefactor does not respond strongly to \(g\). This can be derived from growth and shrinkage by single atoms. Let \(c_n\) be the number of clusters with \(n\) atoms, \(\beta_n\) their attachment rate, and \(c_n^{\rm eq}=Ce^{-W(n)/kT}\) their constrained equilibrium number. Detailed balance fixes the detachment rates, and the net flux from \(n\) to \(n+1\) is

\[
J=\beta_nc_n^{\rm eq}
\left(\frac{c_n}{c_n^{\rm eq}}-
\frac{c_{n+1}}{c_{n+1}^{\rm eq}}\right).
\]

In steady state \(J\) is the same for every \(n\). Divide by \(\beta_nc_n^{\rm eq}\) and sum: the brackets telescope. The smallest clusters are at equilibrium (ratio 1) and very large ones are removed (ratio 0), so

\[
\frac1J=\sum_n\frac1{\beta_nc_n^{\rm eq}}
\propto\sum_n n^{-2/3}e^{W(n)/kT}.
\]

The last form assumes attachment proportional to surface area, \(\beta_n\propto n^{2/3}\), with a coefficient independent of \(g\).

For large nuclei the sum becomes an integral. Put \(n=N_*y^3\), so that \(n^{-2/3}dn=3N_*^{1/3}dy\). The surface energy scales as \(y^2\) and the volume energy as \(y^3\). The conditions that the maximum lies at \(y=1\) and equals \(W\) give

\[
W(n)=W(3y^2-2y^3).
\]

With \(y=1+t\), the bracket is \(1-3t^2-2t^3\). Let \(\omega=W/kT\). For \(\omega\gg1\) the integral comes from small \(t\), where the quadratic term gives a Gaussian of variance \(1/(6\omega)\). The cubic term averages to zero at first order. At second order it contributes

\[
\frac{(2\omega)^2}{2}\langle t^6\rangle
=2\omega^2\,\frac{15}{(6\omega)^3}
=\frac{5}{36\,\omega}.
\]

Therefore

\[
\frac1J\propto N_*^{1/3}\sqrt{\frac{\pi}{3\omega}}\;
e^{\omega}\left(1+\frac{5}{36\,\omega}+\dots\right).
\]

Here \(N_*^{1/3}\propto g^{-1}\) and \(\omega^{-1/2}\propto g\). Their product is independent of \(g\), which leaves

\[
\frac{J}{J_0}\simeq e^{-(W-W_0)/kT}.
\]

For the barriers of the example, the \(5/(36\omega)\) terms alter this ratio by about 0.2% or less. If attachment were instead proportional to the radius, \(\beta_n\propto n^{1/3}\), the sum would gain a factor \(N_*^{1/3}\) and the rate a factor \(g/g_0\). That is 0.75 or 1.25 here, which is minor beside the exponential.

## Three ranges of error

Inserting the barrier series into the exponent gives

\[
\ln\frac{J}{J_0}\simeq 2wx-3wx^2+4wx^3-\dots .
\]

Although \(x\) is small, \(w\) is large, and each level of approximation has its own range.

1. The rate itself may be linearized, \(J/J_0\approx1+2wx\), if \(2w|x|\ll1\). Since \(2w/g_0=N_*/kT\), this means \(|\delta|\ll kT/N_*\).
2. The barrier may be linearized inside the exponential if \(3wx^2\ll1\), or \(|\delta|\ll g_0/\sqrt{3w}\).
3. The barrier with its first correction suffices if \(4w|x|^3\ll1\), or \(|\delta|\ll g_0/(4w)^{1/3}\).

The second limit has a useful correction of its own. Let \(x_0=1/\sqrt{3w}\). The linear barrier is wrong by \(kT\) when

\[
3wx^2\left(1-\tfrac43x\right)=1 .
\]

Taking the square root and expanding gives \(x=\pm x_0(1+\tfrac23x)\). Replacing \(x\) on the right by \(\pm x_0\),

\[
x\approx\pm x_0+\tfrac23x_0^2 .
\]

The range is narrower towards weak driving force, where the barrier curve bends more strongly.

## Worked example

Take round model parameters: \(\gamma=0.5\) eV/nm\(^2\), \(\rho=75\) atoms/nm\(^3\), \(\theta=60^\circ\) and \(T=1050\) K. Then \(kT=0.0905\) eV and

\[
f=\frac{2.5\times0.25}{4}=0.15625 .
\]

At \(g_0=0.004\) eV the driving force per volume is \(\rho g_0=0.3\) eV/nm\(^3\), so

\[
W_0=\frac{16\pi(0.15625)(0.5)^3}{3(0.3)^2}\ {\rm eV}
=3.64\ {\rm eV}=40.2\,kT .
\]

The critical radius is \(2(0.5)/0.3=3.33\) nm, and \(N_*=2(3.636)/0.004\approx1818\). Maximizing the cap energy numerically gives the same values.

Now change \(g\) alone, with \(\gamma\), \(\rho\), \(\theta\) and \(T\) fixed.

| \(g\) (meV/atom) | \(W/W_0\) | linear | with \(3x^2\) | \(N_*\) |
|---|---|---|---|---|
| 3 | 1.778 | 1.500 | 1.688 | 4309 |
| 5 | 0.640 | 0.500 | 0.688 | 931 |

At 3 meV the barrier is \(71.4\,kT\), so the rate falls by

\[
\frac{71.44-40.19}{\ln10}=13.6
\]

powers of ten. The linear barrier predicts a fall of 8.7 powers. At 5 meV the barrier is \(25.7\,kT\) and the rate rises by 6.3 powers of ten, against 8.7 from the linear barrier. Direct summation over cluster sizes gives \(-13.57\) and \(+6.28\) for \(\log_{10}(J/J_0)\), the same to two decimals as \(e^{-(W-W_0)/kT}\).

The first correction is a large improvement in the barrier but not enough for the rate. The corrected barrier is too low by \(3.63\,kT\) at 3 meV and too high by \(1.91\,kT\) at 5 meV, which means factors of about 38 and 7 in rate. Linearizing the rate itself is worse: it gives \(J/J_0=-19.1\) at 3 meV, a negative rate.

The three ranges explain this. The scale for a linear rate is \(kT/N_*=90.5/1818\approx0.05\) meV per atom. The scale for a linear exponent is 0.364 meV, and that for the corrected exponent is \(4/(4\times40.19)^{1/3}\approx0.74\) meV. An error of 1 meV exceeds all three. For the second scale, \(x_0=0.091\), and the shift \(\tfrac23x_0^2g_0\) is 0.022 meV. The predicted limits are \(-0.342\) and \(+0.386\) meV, while the numerical solution gives \(-0.343\) and \(+0.387\) meV.

## A Gaussian error

Suppose that 1 meV is the standard deviation \(\sigma\) of a Gaussian error. Count \(g\le0\) as an infinite barrier, since the reaction then has no driving force; its probability is \(3\times10^{-5}\). The barrier falls monotonically with \(g\), so quantiles of \(g\) map directly to quantiles of \(W\) in reverse order. The one-sigma range is \(0.64W_0\) to \(1.78W_0\), and the range at 1.96 sigma is \(0.45W_0\) to \(3.8W_0\). The linear rule gives \(0.02W_0\) to \(1.98W_0\) for the latter. It also assigns negative barriers to \(g>1.5g_0=6\) meV, which has probability 2.3%.

The mean barrier cannot replace these quantiles. Even if \(g\le0\) is excluded, the density \(p(g)\) is nonzero at \(g=0\), and near there

\[
\int_c\frac{g_0^2}{g^2}p(g)\,dg\simeq\frac{g_0^2p(0)}{c}
\]

diverges as the cutoff \(c\to0\). The part of the mean of \(W/W_0\) above the cutoff is 1.27 for \(c=1\) meV, 3.50 for \(10^{-3}\) meV and 22.8 for \(10^{-4}\) meV.

The expansion hides this divergence. With \(s=\sigma/g_0\), averaging it term by term gives \(1+3s^2+15s^4+\dots\), whose first correction is a harmless 0.19. The general term is \((2m+1)(2m-1)!!\,s^{2m}\), and the ratio of successive terms is \((2m+3)s^2\). For \(s=\tfrac14\) this exceeds one from \(m=7\) onward, so the terms eventually grow. The averaged series therefore diverges, as it does for every \(s>0\), but each of its terms is finite, and no finite number of them reveals the infinite mean. The mean of \(e^{-W/kT}\), by contrast, is finite, because that factor lies between zero and one.

## Competition between two products

Let a rival product have a driving force of 3.2 meV per atom, with the same \(\gamma\), \(\rho\), \(\theta\) and rate prefactor. Its barrier is \((4/3.2)^2W_0=1.56W_0\). At the nominal 4 meV the first product is favored by \(0.5625\times40.19=22.6\,kT\).

If the first product really has 3 meV and the rival is unchanged, the first barrier is higher by \(8.7\,kT\), and the rival nucleates faster. The linear estimate puts the first barrier lower by \(2.5\,kT\) and so predicts the wrong order. The relation between the two errors also matters. If both driving forces fall by 1 meV, to 3 and 2.2 meV, the original order survives.

## Where the expansion and the model fail

As \(x\to-1\), the driving force vanishes and \(W\), \(r_*\) and \(N_*\) all diverge. No polynomial in \(x\) reproduces this. The cap model itself fails once the nucleus no longer fits within the film or grain.

In the opposite limit the nucleus becomes too small. With the other parameters fixed, \(W=kT\) at \(g=4\sqrt{40.19}\approx25\) meV, where \(N_*=2kT/g\approx7\). A sharp interface with a bulk value of \(\gamma\) is then doubtful, and the assumption \(\omega\gg1\) used to derive the rate formula no longer holds.

At 4 meV the following effects can change the barrier noticeably.

- **Entropy.** At 1050 K, a reaction entropy of \(0.011k_B\) per atom is worth 1 meV. A rough \(0.05k_B\) per atom shifts \(g\) by 4.5 meV, more than the whole nominal driving force, with either sign.
- **Misfit strain.** For equal in-plane strain \(e\) and a free upper surface, Hooke's law gives \(e=(1-\nu)\sigma_s/Y\), where \(\sigma_s\) is the stress, \(Y\) Young's modulus and \(\nu\) Poisson's ratio. The energy density is \(\tfrac12(2\sigma_se)=Ye^2/(1-\nu)\). Rough values \(Y=110\) GPa, \(\nu=0.3\) and \(e=0.5\%\) give 0.33 meV per atom. This film-like estimate raises the barrier by 19%. A further loss of 1 meV then multiplies it by 1.89 instead of 1.78. The cost grows as \(e^2\), so an unrelaxed strain of 1.75% would consume the whole 4 meV.
- **Curvature.** If \(\gamma\) is replaced by \(\gamma/(1+2\ell/r)\) with a rough \(\ell=0.1\) nm and the contact angle is held fixed, the barrier falls by 17%, and the factor for a loss of 1 meV becomes 1.86. If the flat interfaces keep their energies and the angle adjusts so as to minimize the surface energy at each volume, the fall is 27% and the factor 1.93; setting the angle instead by Young's equation with the size-dependent \(\gamma\) gives 26% and 1.92.
- **Interface energy.** At fixed contact angle \(W\propto\gamma^3\), so a change of \(+10\%\) or \(-10\%\) in \(\gamma\) changes the barrier by \(+33\%\) or \(-27\%\). If the other two interface energies are fixed instead, Young's equation also changes the angle, and the barrier changes by \(+56\%\) or \(-41\%\).

The temperature and atomic density are roughly those of nickel disilicide forming between nickel monosilicide and silicon, a reaction limited by nucleation. The strain of 0.5% used above matches only the lattice misfit of the disilicide to silicon. The reaction itself shrinks the volume by about 11%, a linear strain near 3.7%, which the same formula prices at 17 to 18 meV per atom if none of it is relaxed. How much is relieved by diffusion or plastic flow lies outside the model, so the 0.33 meV estimate does not size the strain energy of the real reaction. The values of \(g_0\), \(\gamma\) and \(\theta\) are model choices, not measured ones, and they set the size of the barrier. The chosen \(\gamma\) is a low 0.08 J/m\(^2\); with 0.1 J/m\(^2\) and all else equal, the nominal barrier would be \(78\,kT\) instead of \(40\,kT\). To place the barriers on a laboratory scale, assume a rough prefactor of \(10^{25}\) cm\(^{-2}\) s\(^{-1}\), whose natural logarithm is 58. The nominal \(40\,kT\) barrier then allows abundant nucleation, while \(71\,kT\) gives about \(10^{-6}\) events per cm\(^2\) per second, so that even one event within an hour on 1 cm\(^2\) is very unlikely. Real films also offer grain boundaries and other special sites, which break the assumption of a flat uniform interface. A site that halves \(f\) leaves \(W/W_0\) unchanged but halves every barrier difference in units of \(kT\), so the fall of 13.6 powers of ten becomes 6.8. The example therefore measures sensitivity and does not predict a nucleation rate for a particular film. The numerical output lists the main values.

## Computed results

```
interface energy: 0.50 eV/nm^2
atomic density: 75 atoms/nm^3
contact angle: 60 deg; f = 0.15625
temperature: 1050 K; kT = 0.09048 eV
g = 3.0 meV/atom: W = 6.464 eV = 71.44 kT, W/W0 = 1.7778
  radius = 4.444 nm, atoms = 4309
g = 4.0 meV/atom: W = 3.636 eV = 40.19 kT, W/W0 = 1.0000
  radius = 3.333 nm, atoms = 1818
g = 5.0 meV/atom: W = 2.327 eV = 25.72 kT, W/W0 = 0.6400
  radius = 2.667 nm, atoms = 931
slope dW/dg at 4 meV: -1818.1 (pure number)
g = 3.0 meV/atom, linear W = 5.454 eV, ratio 1.5000
  second-order ratio = 1.6875
  W minus linear = 11.16 kT
  W minus second order = 3.63 kT
  log10 rate factor, chain sum = -13.57
  log10 rate factor, exp(-dW/kT) = -13.57
  log10 rate factor, linear W = -8.73
  rate factor, linearized rate = -19.1
g = 5.0 meV/atom, linear W = 1.818 eV, ratio 0.5000
  second-order ratio = 0.6875
  W minus linear = 5.63 kT
  W minus second order = -1.91 kT
  log10 rate factor, chain sum = 6.28
  log10 rate factor, exp(-dW/kT) = 6.28
  log10 rate factor, linear W = 8.73
  rate factor, linearized rate = 21.1
linear W off by 1 kT at error -0.343 and +0.387 meV/atom
estimate of that error: 0.364 meV/atom
W/W0 range, 1 sigma: 0.640 to 1.778
W/W0 range, 1.96 sigma: 0.450 to 3.845
probability of g < 0: 3.17e-05
probability of negative linear W: 2.28 %
mean W/W0 part above 1 meV: 1.267
mean W/W0 part above 0.01 meV: 1.551
mean W/W0 part above 0.001 meV: 3.498
mean W/W0 part above 0.0001 meV: 22.789
rival at 3.2 meV/atom: W = 5.681 eV, ratio 1.5625
W(3 meV) minus rival: 8.65 kT; linear: -2.51 kT
entropy worth 1 meV/atom: 0.0111 k_B/atom
shift from 0.05 k_B/atom: 4.52 meV/atom
Young modulus 110 GPa, Poisson ratio 0.30, misfit 0.5 %
strain cost: 0.327 meV/atom; W rises to 1.186 W0
with strain, ratio for -1 meV: 1.888
curvature length 0.1 nm: W = 0.833 W0, ratio for -1 meV: 1.862
gamma +10 %: W/W0 = 1.331; -10 %: 0.729
```
